\section*{Exchange and the near 1:1 L3:L2 ratio in calcium and titanium}

\section{One calculation for both edges, or two?}

A calculation of the $L_{2,3}$ absorption of calcium or titanium must first settle whether the $2p_{3/2}$ and $2p_{1/2}$ holes enter one excitation space or two. Two separate edge calculations, added with statistical weights, give an intensity ratio $L_3:L_2=2:1$. The observed ratio is roughly $1:1$. In the model below, the term that moves weight from $L_3$ to $L_2$ is the electron--hole exchange matrix element between the two edges. In the free ions treated below it is $0.4$ to $0.5$ of the spin--orbit splitting, too large to neglect, so both holes belong in the same response matrix.

Here $r=S_3/S_2$ is the ratio of dipole strengths integrated over each edge, and $L_2$ denotes the upper group. Absorption carries a further factor of photon energy $E$, which changes $r$ by a relative amount of order $\Delta/E$, where $\Delta$ is the splitting. This is one or two per cent and is omitted.

\section{The two-pole model}

\subsection{Where 2:1 comes from}

Take an ion with a closed-shell ground state and an empty $3d$ shell, excited from $2p^6$ to $2p^5 3d^1$. Neglect $3d$ spin--orbit coupling, the crystal field and band width, and use the same radial orbitals at both edges. Light polarized along $z$ then creates one normalized bright state $|B\rangle$, a spin singlet with $L=1$.

The spin--orbit energy $\zeta\,\mathbf l\cdot\mathbf s/\hbar^2$ of a $2p$ electron is $\zeta/2$ for $j=3/2$ and $-\zeta$ for $j=1/2$. Removing the deeper $j=1/2$ electron costs more by $\Delta=\tfrac32\zeta$. For the hole, with its own $\mathbf l_h$ and $\mathbf s_h$, the projector onto $j=1/2$ is
\begin{equation}
P_{1/2}=\tfrac13\left(1-2\,\mathbf l_h\cdot\mathbf s_h/\hbar^2\right),
\label{eq:proj}
\end{equation}
which is $0$ for $j=3/2$ and $1$ for $j=1/2$. In a singlet the hole spin has no preferred direction, so $\langle\mathbf l_h\cdot\mathbf s_h\rangle=0$ and $\langle P_{1/2}\rangle=\tfrac13$. With suitable phases,
\begin{equation}
|B\rangle=\sqrt{\tfrac23}\,|\tfrac32\rangle+\sqrt{\tfrac13}\,|\tfrac12\rangle ,
\end{equation}
where the kets are the normalized parts of $|B\rangle$ with each hole. Without interaction $r=2$.

\subsection{The exchange coupling}

Electron--hole exchange is the Coulomb interaction between transition densities. In density-functional response it is the Hartree part of the kernel. For excitations $i\to a$ and $j\to b$ in real orbitals,
\begin{equation}
K_{ia,jb}=\frac{e^2}{4\pi\varepsilon_0}\iint
\frac{\phi_a\phi_i(\mathbf r)\,\phi_j\phi_b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,
\end{equation}
and each excitation must conserve spin. The multipole expansion of $1/|\mathbf r-\mathbf r'|$ contributes orders $k=1$ and $3$ between $p$ and $d$. The $k=1$ angular factor is $\mathbf n\cdot\mathbf n'=\sum_q n_qn'_q$, with $\mathbf n$ the unit vector along $\mathbf r$, so
\begin{equation}
K^{(1)}_{ia,jb}=G^1\sum_{q=x,y,z}t^q_{ia}t^q_{jb},\qquad t^q_{ia}=\langle d_a|n_q|p_i\rangle .
\end{equation}
The radial factor, with normalized radial functions $P$, is
\begin{equation}
G^1=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{r_<}{r_>^2}
P_{2p}(r)P_{3d}(r)P_{2p}(r')P_{3d}(r')\,dr\,dr' .
\end{equation}

The vector $t^z$ is also the angular part of the dipole amplitude, so it is proportional to $|B\rangle$. Its squared norm fixes the coupling. Summed over the three $p$ orbitals, $\langle n_z^2\rangle$ is $3\times\tfrac13=1$. Of this, $|\langle s|n_z|p_z\rangle|^2=\tfrac13$ leads to $s$ states, leaving $\tfrac23$ for $d$. Two spins double it:
\begin{equation}
K=g\,|B\rangle\langle B|,\qquad g=\tfrac43G^1>0 .
\end{equation}
This holds within the space of $|\tfrac32\rangle$ and $|\tfrac12\rangle$. Both have total angular momentum $J=1$, because projection onto a hole $j$ does not disturb rotational symmetry. The $k=3$ exchange acts on singlets with $L=J=3$ and drops out. The monopole attraction $-F^0$ shifts both edges equally. If the direct quadrupole attraction is set aside for now, the two states form a closed problem.

\subsection{Strengths of the two poles}

Measure energy from the unperturbed $L_3$ edge $E_3$. In the order $|\tfrac32\rangle,|\tfrac12\rangle$,
\begin{equation}
H=\begin{pmatrix}\tfrac23g&\tfrac{\sqrt2}{3}g\\[2pt]
\tfrac{\sqrt2}{3}g&\Delta+\tfrac13g\end{pmatrix}.
\label{eq:H}
\end{equation}
Equivalently, let $\chi=\langle B|(E-E_3-H)^{-1}|B\rangle$, and let $\chi_0$ be its value at $g=0$. Expanding the inverse in $K$ gives $\chi=\chi_0+\chi_0g\chi$, hence
\begin{equation}
\chi=\frac{\chi_0}{1-g\chi_0},\qquad
\chi_0=\frac{2/3}{E-E_3}+\frac{1/3}{E-E_3-\Delta}.
\end{equation}
The residues of $\chi$ are the edge strengths.

To find them, write $H=\tfrac12(\Delta+g)+M$ with
\begin{equation}
M=\begin{pmatrix}m&c\\c&-m\end{pmatrix},\qquad
m=\tfrac12\left(\tfrac g3-\Delta\right),\qquad c=\tfrac{\sqrt2}{3}g .
\end{equation}
Since $M^2=m^2+c^2$, its eigenvalues are $\pm D/2$, where
\begin{equation}
D^2=4(m^2+c^2)=\left(\tfrac g3-\Delta\right)^2+\tfrac89g^2
=\Delta^2-\tfrac23g\Delta+g^2 .
\end{equation}
Thus $M=\tfrac D2(\Pi_2-\Pi_3)$, with $\Pi_2$ and $\Pi_3$ the projectors onto the upper and lower eigenstates. Taking the expectation value in $|B\rangle$,
\begin{align}
S_2-S_3&=\frac2D\langle B|M|B\rangle
=\frac2D\left[m\left(\tfrac23-\tfrac13\right)+2c\,\tfrac{\sqrt2}{3}\right]\nonumber\\
&=\frac2D\left[\tfrac g{18}-\tfrac\Delta6+\tfrac{4g}9\right]
=\frac{g-\Delta/3}{D}.
\label{eq:diff}
\end{align}
The total is conserved, $S_2+S_3=1$. With $u=g/\Delta-\tfrac13$ and $R=D/\Delta=\sqrt{u^2+8/9}$,
\begin{equation}
r=\frac{1-u/R}{1+u/R}=\frac{R-u}{R+u}.
\label{eq:r}
\end{equation}

The ratio is $2$ at $g=0$, $1$ at $g=\Delta/3$, and tends to zero for $g\gg\Delta$, where the upper state becomes $|B\rangle$ itself. Equal intensity is therefore a crossing, not a limiting value. At $g/\Delta=0.2$ the ratio is $1.33$; at $0.5$ it is $0.70$.

\section{Why the weight moves up}

The off-diagonal element does the work. With diagonal exchange alone the eigenstates remain $|\tfrac32\rangle$ and $|\tfrac12\rangle$, and their strengths remain $2:1$. To first order in $g/\Delta$, the off-diagonal element adds $(c/\Delta)|\tfrac32\rangle$ to the upper state and $-(c/\Delta)|\tfrac12\rangle$ to the lower one. The dipole amplitudes become
\begin{align}
A_2&=\sqrt{\tfrac13}+\frac c\Delta\sqrt{\tfrac23}
=\sqrt{\tfrac13}\left(1+\frac{2g}{3\Delta}\right),\\
A_3&=\sqrt{\tfrac23}-\frac c\Delta\sqrt{\tfrac13}
=\sqrt{\tfrac23}\left(1-\frac{g}{3\Delta}\right).
\end{align}
They add in the upper state and partly cancel in the lower. The repulsion between oscillating transition dipoles raises their in-phase combination.

Little mixing of the holes is needed. At $g=\Delta/3$ one has $m=-\tfrac49\Delta$ and $D=\tfrac{2\sqrt2}{3}\Delta$. Since $\Pi_2=\tfrac12+M/D$, the upper state contains $|\tfrac12\rangle$ with probability
\begin{equation}
\tfrac12-\frac mD=\tfrac12+\frac{\sqrt2}{3}\approx0.97 .
\end{equation}
A $3\%$ admixture of the other hole turns $2:1$ into $1:1$, because it enters the intensity through its amplitude. Near the crossing the peaks can therefore still be labelled by their hole, although their intensities are far from statistical. The label weakens as $g$ grows: for $g>3\Delta$, where $m>0$, the upper state is mostly $|\tfrac32\rangle$.

Diagonal exchange assists by narrowing the gap from $\Delta$ to $\Delta-g/3$. If it is removed, $m=-\Delta/2$, and the bracket in \eqref{eq:diff} becomes $-\Delta/6+4g/9$. The crossing then moves to $g=3\Delta/8$.

\section{What opposes the transfer}

The direct quadrupole attraction between electron and hole, with Slater integral $F^2$, also couples the edges. Its energy in an orbital state $L$ is $-F^2f_L$, where $f_L$ is the mean of $P_2(\cos\gamma)$ and $\gamma$ is the angle between the two particles. The diagonal elements of $P_2(\cos\gamma)$ in the product states $|m_p,m_d\rangle$ are products of single-particle means of $P_2(\cos\theta)$. These are $\tfrac25,-\tfrac15$ for $|m_p|=0,1$ and $\tfrac27,\tfrac17,-\tfrac27$ for $|m_d|=0,1,2$. Traces at total $M_L=3,2,1$ give
\begin{align}
f_3&=\tfrac2{35},\\
f_3+f_2&=-\tfrac1{35}-\tfrac4{35},\\
f_3+f_2+f_1&=-\tfrac2{35}+\tfrac2{35}+\tfrac2{35},
\end{align}
so $f_2=-\tfrac15$ and $f_1=\tfrac15$.

The $J=1$ space consists of $^1P$, $^3P$ and $^3D$. The direct term is $-F^2/5$ on both $P$ states and $+F^2/5$ on $|D\rangle={}^3D_1$. Hence it is a constant plus $\tfrac25F^2|D\rangle\langle D|$. Orthogonality of $|D\rangle$ to $|B\rangle$ requires $\langle\tfrac32|D\rangle=-\langle\tfrac12|D\rangle/\sqrt2$.

The remaining overlap follows from \eqref{eq:proj}, since there is one $J=1$ multiplet with a $j=1/2$ hole. Within $^3D_1$, in units of $\hbar$, $\mathbf l_h$ acts as $\mathbf L\,(\mathbf l_h\cdot\mathbf L)/[L(L+1)]=\mathbf L/6$ and $\mathbf s_h$ as $\mathbf S/2$. With $\mathbf L\cdot\mathbf S=\tfrac12(2-6-2)=-3$, this gives $\langle\mathbf l_h\cdot\mathbf s_h\rangle=-\tfrac14$ and $|\langle\tfrac12|D\rangle|^2=\tfrac13(1+\tfrac12)=\tfrac12$. The complete coupling is
\begin{equation}
\langle\tfrac32|H|\tfrac12\rangle
=\frac{\sqrt2}{3}\,\frac43G^1-\frac{2F^2}{5}\,\frac1{2\sqrt2}
=\sqrt2\left(\frac49G^1-\frac{F^2}{10}\right).
\end{equation}
The direct term opposes exchange. It also brings in a third bright level, so a free-ion ratio requires at least the full configuration, not a corrected $g$ in \eqref{eq:r}.

\section{How large the effect is}

Spherically averaged restricted Hartree--Fock calculations were made for Ca$^{2+}$ and Ti$^{4+}$ with a $2p$ hole. The $3d$ orbital is the lowest $d$ solution in the field of the core-hole ion. The spin--orbit constant is
\begin{equation}
\zeta=\frac{\hbar^2}{2m_e^2c^2}\,\frac{e^2}{4\pi\varepsilon_0}
\int_0^\infty P_{2p}^2(r)\,\frac{Z-N(r)}{r^3}\,dr ,
\end{equation}
where $m_e$ is the electron mass, $c$ in this formula the speed of light, $Z$ the nuclear charge number and $N(r)$ the number of electrons within $r$. Two-electron exchange corrections to $\zeta$ are omitted; they would lower both splittings by about $5\%$. In the other direction, for a one-electron ion with $Z=20$ the formula gives a splitting $1.3\%$ below the Dirac value. The second figure of $\Delta$ is therefore already uncertain, and later figures record the calculation, not the accuracy of the model.

For Ti$^{4+}$, $\zeta=3.874$~eV and $G^1=4.491$~eV. Therefore $\Delta=1.5\times3.874=5.81$~eV and $g=\tfrac43\times4.491=5.99$~eV. This gives $g/\Delta=1.03$, $u=0.697$ and $R=1.172$, so
\begin{equation}
r=\frac{1.172-0.697}{1.172+0.697}=0.25 .
\end{equation}
The two ions compare as follows. In the full configuration the highest of the three bright levels, which derives from the single $J=1$ multiplet with a $j=1/2$ hole, is counted as $L_2$ and the lower two as $L_3$.

\begin{center}
\begin{tabular}{lcc}
 & Ca$^{2+}$ & Ti$^{4+}$\\
$\Delta$ (eV) & 3.73 & 5.81\\
bare $g$ (eV) & 3.12 & 5.99\\
off-diagonal exchange (eV) & 1.47 & 2.82\\
off-diagonal direct term (eV) & $-0.51$ & $-0.87$\\
$r$, two poles & 0.36 & 0.25\\
$r$, full configuration & 0.67 & 0.48\\
$g$ for $r=1$, two poles (eV) & 1.24 & 1.94
\end{tabular}
\end{center}

With one fixed $3d$ orbital for all levels, bare exchange is more than sufficient: both free ions pass beyond $1:1$. The ratios are sensitive to that restriction. If the excited electron may mix with the higher $d$ solutions of the core-hole ion, $r$ rises from $0.67$ to about $0.9$ for calcium and from $0.48$ to about $0.6$ for titanium, still below one. The direct term returns part of the weight to $L_3$; acting without exchange it would give $r=3.7$ and $3.9$. In the full calculation, equality requires all Slater integrals to be multiplied by $0.63$ for calcium and $0.48$ for titanium. These factors refer to the fixed orbital and were inferred from $r=1$. Part of the reduction they stand for is the radial relaxation just described, which occurs already in the free ion. A $3d$ orbital that spreads in the solid, together with screening, would also reduce the integrals; that these effects supply the remainder is a conjecture here.

For a metal, and for the partly filled $3d$ shell of metallic titanium, $g$ is an effective parameter. To read it from a ratio, set $p=(1-r)/(1+r)=u/R$. Then $u^2(1-p^2)=\tfrac89p^2$, and $1-p^2=4r/(1+r)^2$ gives
\begin{equation}
\frac g\Delta=\frac13+\frac{\sqrt2}{3}\,\frac{1-r}{\sqrt r}.
\label{eq:inv}
\end{equation}
Ratios between $1.2$ and $0.8$ correspond to $g/\Delta$ between $0.25$ and $0.44$. With the computed splittings, this means roughly $0.9$--$1.6$~eV for calcium and $1.4$--$2.6$~eV for titanium. Within the model, a near $1:1$ ratio in both elements means that their effective couplings fall in this window. No rule fixes the ratio at one.

\section{What to do in a calculation}

Put all six $2p$ spin-orbitals into one excitation space and retain the exchange block between the two hole manifolds. As a diagnostic, remove that block: in the two-pole model the ratio returns to $2:1$. If the direct quadrupole term is present it remains active, and the ratio overshoots, to $4.4$ for Ca$^{2+}$ and $5.1$ for Ti$^{4+}$ with the integrals computed above. Rescaling the edges afterwards would reproduce the intensities without their cause.

For a localized-ion calculation, include $F^2$ as well as $G^1$, and report any reduction factor. One measured ratio cannot determine both integrals. If the solid's own $3d$ orbitals are used, their spreading is already present and should not be inserted again through a scale factor.

Backward response, which replaces $1/(E-E_i)$ by $2E_i/(E^2-E_i^2)$ for each unperturbed transition energy $E_i$, matters little here. For $\Delta=6$~eV, $g=2$~eV and an edge at $400$~eV, it changes $r$ from $1.000$ to $1.002$. The numerical check also compares \eqref{eq:r} with diagonalization of all 60 states of $2p^53d^1$ at $F^2=0$.

\section*{Calculated quantities}
\begin{verbatim}
Two-pole model, L3:L2 against g/Delta (no unit)
  g/Delta = 0.000: L3/L2 = 2.000
  g/Delta = 0.100: L3/L2 = 1.632
  g/Delta = 0.200: L3/L2 = 1.326
  g/Delta = 0.333: L3/L2 = 1.000
  g/Delta = 0.500: L3/L2 = 0.703
  g/Delta = 1.000: L3/L2 = 0.268
g/Delta giving L3/L2 = 1.2: 0.247
g/Delta giving L3/L2 = 0.8: 0.439
Round case Delta = 6 eV, g = 2 eV:
  pole separation = 5.657 eV
  L3/L2, diagonal exchange only = 2.000
  L3/L2, off-diagonal exchange only = 1.073
  L3/L2, both = 1.000
  L3/L2, with backward response, edge 400 eV = 1.002
Crossing without diagonal exchange: g/Delta = 0.3750
Spin-orbit formula / Dirac splitting, Z = 20: 0.9867
Ca2+ with a 2p hole:
  mean 3d radius = 82.3 pm
  zeta(2p) = 2.486 eV
  Delta = 3.729 eV
  F2 = 3.572 eV
  G1 = 2.341 eV
  G3 = 1.327 eV
  g = 3.122 eV
  g/Delta = 0.837
  off-diagonal, exchange = 1.472 eV
  off-diagonal, direct = -0.505 eV
  two-pole separation = 3.986 eV
  L3/L2, two-pole with bare g = 0.359
  L3/L2, all 60 states = 0.668
  L3/L2, direct term only = 3.672
  g needed for 1:1, two-pole = 1.243 eV
  needed g / bare g = 0.398
  common Slater scale for 1:1, 60 states = 0.628
Ti4+ with a 2p hole:
  mean 3d radius = 57.1 pm
  zeta(2p) = 3.874 eV
  Delta = 5.811 eV
  F2 = 6.149 eV
  G1 = 4.491 eV
  G3 = 2.556 eV
  g = 5.988 eV
  g/Delta = 1.030
  off-diagonal, exchange = 2.823 eV
  off-diagonal, direct = -0.870 eV
  two-pole separation = 6.813 eV
  L3/L2, two-pole with bare g = 0.254
  L3/L2, all 60 states = 0.482
  L3/L2, direct term only = 3.916
  g needed for 1:1, two-pole = 1.937 eV
  needed g / bare g = 0.323
  common Slater scale for 1:1, 60 states = 0.479
\end{verbatim}
